# Wick's Theorem for Fermions: Permutation Signs, Pfaffian and Determinant of Propagators: test program

```python
"""
Result under test: Wick's theorem for fermions.
A product of operators A_i, each linear in fermionic creators and
annihilators, equals the sum over sets of disjoint pairs of
(permutation sign) * (product of contractions) * (normal product of the rest).
The vacuum value of a time-ordered product is the Pfaffian of the matrix
D_ij = <T A_i A_j>. For a charge-conserving field it becomes
<T psi(1)..psi(m) psibar(m')..psibar(1')> = det S(i,j'), S = <T psi psibar>.

Symbols: A = annihilating part + creating part; C_ij = <A_i A_j>;
N = normal product; T = time-ordered product with permutation sign.
Dirac part: lengths in hbar/(m c), times in hbar/(m c^2), momenta in m c,
energies in m c^2; the field is multiplied by sqrt(V), V = box volume.
"""
from itertools import product
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(7)


def permutation_sign(sequence):
    s = list(sequence)
    inversions = sum(s[i] > s[j] for i in range(len(s))
                     for j in range(i + 1, len(s)))
    return -1 if inversions % 2 else 1


def partial_pairings(labels):
    """All sets of disjoint pairs, each with the list of unpaired labels."""
    if not labels:
        yield [], []
        return
    first, others = labels[0], labels[1:]
    for pairs, rest in partial_pairings(others):
        yield pairs, [first] + rest
    for k, partner in enumerate(others):
        for pairs, rest in partial_pairings(others[:k] + others[k + 1:]):
            yield [(first, partner)] + pairs, rest


def full_pairings(n):
    return [p for p, rest in partial_pairings(list(range(n))) if not rest]


def crossing_sign(pairs):
    crossings = sum(i < k < j < l for i, j in pairs for k, l in pairs)
    return (-1) ** crossings


def pfaffian(matrix):
    return sum(crossing_sign(p) * np.prod([matrix[i, j] for i, j in p])
               for p in full_pairings(len(matrix)))


def fock_annihilators(n_modes):
    """Jordan-Wigner matrices; the vacuum is the first basis vector."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for k in range(n_modes):
        matrix = np.eye(1)
        for q in range(n_modes):
            factor = parity if q < k else lower if q == k else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def vacuum_value(operators):
    state = np.zeros(len(operators[0]), complex)
    state[0] = 1.0
    for operator in reversed(operators):
        state = operator @ state
    return state[0]


def time_order(times):
    return sorted(range(len(times)), key=lambda i: -times[i])


def time_ordered_value(operators, times):
    order = time_order(times)
    return permutation_sign(order) * vacuum_value([operators[i] for i in order])


def contraction_matrix(operators, times):
    n = len(operators)
    D = np.zeros((n, n), complex)
    for i in range(n):
        for j in range(n):
            if i != j:
                D[i, j] = time_ordered_value([operators[i], operators[j]],
                                             [times[i], times[j]])
    return D


def matrix_product(matrices, dim):
    result = np.eye(dim, dtype=complex)
    for matrix in matrices:
        result = result @ matrix
    return result


# ---------- operator identity with random linear operators ----------
N_MODES, N_OPS = 4, 8
ladder = fock_annihilators(N_MODES)
dim = 2 ** N_MODES


def random_coefficients():
    shape = (N_OPS, N_MODES)
    return (rng.normal(size=shape) + 1j * rng.normal(size=shape)) / 2


x_coef, y_coef = random_coefficients(), random_coefficients()
annih = [sum(x * b for x, b in zip(row, ladder)) for row in x_coef]
creat = [sum(y * b.T for y, b in zip(row, ladder)) for row in y_coef]
A = [a + c for a, c in zip(annih, creat)]
C = x_coef @ y_coef.T          # anticommutator of the two parts


def normal_product(labels):
    """Definition: expand into parts, creators left, permutation sign."""
    total = np.zeros((dim, dim), complex)
    for choice in product((0, 1), repeat=len(labels)):
        order = [k for k, c in enumerate(choice) if c == 1]
        order += [k for k, c in enumerate(choice) if c == 0]
        factors = [(creat if choice[k] else annih)[labels[k]] for k in order]
        total += permutation_sign(order) * matrix_product(factors, dim)
    return total


def wick_sum(n, contraction, signed=True):
    total = np.zeros((dim, dim), complex)
    for pairs, rest in partial_pairings(list(range(n))):
        word = [k for pair in pairs for k in pair] + rest
        sign = permutation_sign(word) if signed else 1
        weight = np.prod([contraction[i, j] for i, j in pairs])
        total += sign * weight * normal_product(rest)
    return total


def max_difference(left, right):
    return np.max(np.abs(left - right))


for i in range(N_OPS):
    for j in range(N_OPS):
        assert abs(vacuum_value([A[i], A[j]]) - C[i, j]) < 1e-12

lemma_left = A[0] @ normal_product([1, 2, 3, 4])
lemma_right = normal_product([0, 1, 2, 3, 4])
for k in range(1, 5):
    remaining = [q for q in range(1, 5) if q != k]
    lemma_right = (lemma_right
                   + (-1) ** (k - 1) * C[0, k] * normal_product(remaining))
lemma_error = max_difference(lemma_left, lemma_right)
assert lemma_error < 1e-11

n_test = 6
plain = matrix_product(A[:n_test], dim)
wick_error = max_difference(plain, wick_sum(n_test, C))
unsigned_error = max_difference(plain, wick_sum(n_test, C, signed=False))
assert wick_error < 1e-10
assert unsigned_error > 1e-2   # the permutation signs are needed

random_times = rng.permutation(N_OPS).astype(float)
D_random = contraction_matrix(A, random_times)
assert max_difference(D_random, -D_random.T) < 1e-12
order6 = time_order(random_times[:n_test])
ordered = permutation_sign(order6) * matrix_product(
    [A[i] for i in order6], dim)
time_error = max_difference(ordered, wick_sum(n_test, D_random))
assert time_error < 1e-10

for pairs in full_pairings(8):
    assert crossing_sign(pairs) == permutation_sign(
        [k for pair in pairs for k in pair])
value8 = time_ordered_value(A, random_times)
pf8 = pfaffian(D_random)
assert abs(value8) > 1e-6 and abs(value8 - pf8) < 1e-10
assert abs(time_ordered_value(A[:5], random_times[:5])) < 1e-12

# ---------- Dirac field with two momenta in a box ----------
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma0 = np.diag([1, 1, -1, -1]).astype(complex)
gammas = [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in sigma]
momenta = [np.array([1.0, 1.0, 1.0]), np.array([-1.0, -1.0, -1.0])]
dirac_ladder = fock_annihilators(8)


def energy(p):
    return np.sqrt(1.0 + p @ p)


def gamma_dot(p):
    return sum(g * q for g, q in zip(gammas, p))


def hamiltonian(p):
    return gamma0 @ gamma_dot(p) + gamma0


spinors = [(np.linalg.eigh(hamiltonian(p))[1][:, 2:],
            np.linalg.eigh(hamiltonian(-p))[1][:, :2]) for p in momenta]


def psi(point):
    """Four components of the field at point = (t, x, y, z)."""
    t, r = point[0], np.array(point[1:])
    field = [np.zeros((256, 256), complex) for _ in range(4)]
    for n, p in enumerate(momenta):
        phase = np.exp(-1j * (energy(p) * t - p @ r))
        u, v = spinors[n]
        for s in range(2):
            b, d = dirac_ladder[4 * n + s], dirac_ladder[4 * n + 2 + s]
            for a in range(4):
                field[a] += u[a, s] * phase * b
                field[a] += v[a, s] * np.conj(phase) * d.T
    return field


def psibar(point):
    # gamma0 is diagonal in this representation
    return [f.conj().T * gamma0[a, a] for a, f in enumerate(psi(point))]


def propagator(x, y):
    """Closed form of V <T psi(x) psibar(y)> from the spin sums."""
    dt, dr = x[0] - y[0], np.array(x[1:]) - np.array(y[1:])
    S = np.zeros((4, 4), complex)
    for p in momenta:
        E = energy(p)
        slash = gamma0 * E - gamma_dot(p)
        phase = np.exp(-1j * (E * dt - p @ dr))
        if dt > 0:
            S += phase * (slash + np.eye(4)) / (2 * E)
        else:
            S -= np.conj(phase) * (slash - np.eye(4)) / (2 * E)
    return S


def propagator_by_quadrature(x, y):
    """Feynman p0 integral on a deformed path: below -E and above +E."""
    dt, dr = x[0] - y[0], np.array(x[1:]) - np.array(y[1:])
    nodes, weights = np.polynomial.legendre.leggauss(240)
    S = np.zeros((4, 4), complex)
    for p in momenta:
        E = energy(p)
        depth = 1j * 40 / abs(dt)
        path = [-2 * E - depth, -2 * E - 0.5j * E, 0,
                E + 0.5j * E, 2 * E, 2 * E - depth]
        if dt < 0:
            path = [-z for z in reversed(path)]
        for start, end in zip(path[:-1], path[1:]):
            p0 = (start + end) / 2 + (end - start) / 2 * nodes
            kernel = (1j / (2 * np.pi) * np.exp(-1j * p0 * dt)
                      / (p0 ** 2 - E ** 2) * weights * (end - start) / 2)
            S += np.exp(1j * (p @ dr)) * (
                gamma0 * np.sum(kernel * p0)
                + (np.eye(4) - gamma_dot(p)) * np.sum(kernel))
    return S


x_points = [(0.9, 0.3, 0.1, 0.2), (0.2, -0.4, 0.2, -0.1),
            (0.7, 0.0, -0.3, -0.4)]
y_points = [(0.0, 0.1, -0.2, 0.2), (0.5, 0.5, 0.2, 0.2),
            (0.35, -0.5, 0.1, 0.7)]
x_comp, y_comp = [0, 2, 0], [0, 2, 0]
psi_x = [psi(x) for x in x_points]
psibar_y = [psibar(y) for y in y_points]

charge = sum((1 if k % 4 < 2 else -1) * b.T @ b
             for k, b in enumerate(dirac_ladder))
for component in psi_x[0]:
    assert max_difference(charge @ component - component @ charge,
                          -component) < 1e-12

quadrature_error = 0.0
for i, x in enumerate(x_points):
    for j, y in enumerate(y_points):
        S = propagator(x, y)
        direct = np.array([[time_ordered_value([f, g], [x[0], y[0]])
                            for g in psibar_y[j]] for f in psi_x[i]])
        assert max_difference(S, direct) < 1e-12
        quadrature_error = max(quadrature_error, max_difference(
            S, propagator_by_quadrature(x, y)))
assert quadrature_error < 1e-8


def correlator(m):
    """Operators psi(1)..psi(m) psibar(m')..psibar(1') and their times."""
    ops = [psi_x[i][x_comp[i]] for i in range(m)]
    ops += [psibar_y[j][y_comp[j]] for j in reversed(range(m))]
    times = [x_points[i][0] for i in range(m)]
    times += [y_points[j][0] for j in reversed(range(m))]
    return ops, times


def propagator_block(m):
    return np.array([[propagator(x_points[i], y_points[j])
                      [x_comp[i], y_comp[j]] for j in range(m)]
                     for i in range(m)])


ops4, times4 = correlator(2)
fock4 = time_ordered_value(ops4, times4)
M2 = propagator_block(2)
direct_term, exchange_term = M2[0, 0] * M2[1, 1], M2[0, 1] * M2[1, 0]
det4 = np.linalg.det(M2)
assert abs(fock4) > 1e-6 and abs(fock4 - det4) < 1e-11
assert abs(exchange_term) > 1e-3

# both groups in ascending order: extra sign (-1)^(m(m-1)/2)
for m in (2, 3):
    ops, times = correlator(m)
    ops = ops[:m] + ops[m:][::-1]
    times = times[:m] + times[m:][::-1]
    expected = (-1) ** (m * (m - 1) // 2) * np.linalg.det(propagator_block(m))
    assert abs(time_ordered_value(ops, times) - expected) < 1e-11

ops6, times6 = correlator(3)
fock6 = time_ordered_value(ops6, times6)
det6 = np.linalg.det(propagator_block(3))
D6 = contraction_matrix(ops6, times6)
assert np.max(np.abs(D6[:3, :3])) < 1e-12
assert np.max(np.abs(D6[3:, 3:])) < 1e-12
assert abs(fock6) > 1e-6
assert abs(fock6 - det6) < 1e-11 and abs(fock6 - pfaffian(D6)) < 1e-11
survivors = sum(abs(np.prod([D6[i, j] for i, j in p])) > 1e-12
                for p in full_pairings(6))
assert survivors == 6

# self-conjugate fields: charge is not conserved by the field
chi = [f + f.conj().T for f in ops4]
chi_value = time_ordered_value(chi, times4)
D_chi = contraction_matrix(chi, times4)
chi_pf = pfaffian(D_chi)
chi_det = D_chi[0, 3] * D_chi[1, 2] - D_chi[0, 2] * D_chi[1, 3]
assert abs(chi_value - chi_pf) < 1e-11
assert abs(chi_value - chi_det) > 1e-3

# closed loop of two normal-ordered densities, first point later
densities = []
for i in range(2):
    density = sum(f @ g for f, g in zip(psibar(x_points[i]), psi_x[i]))
    densities.append(density - vacuum_value([density]) * np.eye(256))
assert x_points[0][0] > x_points[1][0]
loop_value = vacuum_value(densities)
loop_trace = np.trace(propagator(x_points[0], x_points[1])
                      @ propagator(x_points[1], x_points[0]))
assert abs(loop_trace) > 1e-3 and abs(loop_value + loop_trace) < 1e-11

# ---------- printed numbers ----------
compton_cm = 100 * const.h / (const.m_e * const.c)
volume_cm3 = compton_cm ** 3


def show(z):
    return f"{z.real:+.6f} {z.imag:+.6f} i"


print("Random operators, 4 modes (dimensionless)")
print(f"partial pairings of 6 factors: "
      f"{len(list(partial_pairings(list(range(6)))))}")
print(f"full pairings of 4, 6, 8 factors: "
      f"{[len(full_pairings(n)) for n in (4, 6, 8)]}")
print(f"lemma, largest matrix error: {lemma_error:.1e}")
print(f"Wick, 6 factors, largest error: {wick_error:.1e}")
print(f"same with all signs set to +: {unsigned_error:.3f}")
print(f"time-ordered Wick, largest error: {time_error:.1e}")
print(f"8 factors, Fock space: {show(value8)}")
print(f"8 factors, Pfaffian:   {show(pf8)}")
print("Dirac field; t in hbar/(mc^2), r in hbar/(mc)")
print(f"momenta in mc: {[p.tolist() for p in momenta]}")
print(f"energy of each mode: {energy(momenta[0]):.6f} mc^2")
for name, points, comps in (("psi", x_points, x_comp),
                            ("psibar", y_points, y_comp)):
    for k in range(3):
        print(f"{name} {k + 1}: component {comps[k] + 1}, "
              f"(t,x,y,z) = {points[k]}")
print(f"p0 quadrature against spin sums, error: {quadrature_error:.1e} /V")
for i in range(2):
    for j in range(2):
        print(f"S({i + 1},{j + 1}') = {show(M2[i, j])} /V")
print(f"time order of psi1 psi2 psibar2 psibar1: "
      f"{[k + 1 for k in time_order(times4)]}")
print(f"sign of that ordering: {permutation_sign(time_order(times4)):+d}")
print(f"direct term S(1,1')S(2,2'):   {show(direct_term)} /V^2")
print(f"exchange term S(1,2')S(2,1'): {show(exchange_term)} /V^2")
print(f"four-point, determinant: {show(det4)} /V^2")
print(f"four-point, Fock space:  {show(fock4)} /V^2")
print(f"box side h/(mc): {compton_cm:.6e} cm")
print(f"box volume V: {volume_cm3:.6e} cm^3")
print(f"modulus of four-point: {abs(det4):.6f} /V^2")
print(f"the same modulus: {abs(det4) / volume_cm3 ** 2:.4e} cm^-6")
print(f"six-point, determinant: {show(det6)} /V^3")
print(f"six-point, Fock space:  {show(fock6)} /V^3")
print(f"nonzero pairings in six-point: {survivors} "
      f"of {len(full_pairings(6))}")
print("Self-conjugate fields psi + psi^dagger, psibar + psibar^dagger")
print(f"Fock space:          {show(chi_value)} /V^2")
print(f"Pfaffian:            {show(chi_pf)} /V^2")
print(f"determinant formula: {show(chi_det)} /V^2")
print(f"omitted D12 D34:     {show(D_chi[0, 1] * D_chi[2, 3])} /V^2")
print("Closed loop between psi points 1 and 2")
print(f"density correlation, Fock space: {show(loop_value)} /V^2")
print(f"tr[S(1,2)S(2,1)]:                {show(loop_trace)} /V^2")
print("all assertions hold")
```

Running it gives:

```
Random operators, 4 modes (dimensionless)
partial pairings of 6 factors: 76
full pairings of 4, 6, 8 factors: [3, 15, 105]
lemma, largest matrix error: 7.1e-16
Wick, 6 factors, largest error: 2.7e-15
same with all signs set to +: 10.103
time-ordered Wick, largest error: 1.8e-15
8 factors, Fock space: -3.046923 -0.381415 i
8 factors, Pfaffian:   -3.046923 -0.381415 i
Dirac field; t in hbar/(mc^2), r in hbar/(mc)
momenta in mc: [[1.0, 1.0, 1.0], [-1.0, -1.0, -1.0]]
energy of each mode: 2.000000 mc^2
psi 1: component 1, (t,x,y,z) = (0.9, 0.3, 0.1, 0.2)
psi 2: component 3, (t,x,y,z) = (0.2, -0.4, 0.2, -0.1)
psi 3: component 1, (t,x,y,z) = (0.7, 0.0, -0.3, -0.4)
psibar 1: component 1, (t,x,y,z) = (0.0, 0.1, -0.2, 0.2)
psibar 2: component 3, (t,x,y,z) = (0.5, 0.5, 0.2, 0.2)
psibar 3: component 1, (t,x,y,z) = (0.35, -0.5, 0.1, 0.7)
p0 quadrature against spin sums, error: 3.5e-14 /V
S(1,1') = -0.299083 -1.281948 i /V
S(1,2') = +0.105997 +0.102945 i /V
S(2,1') = -0.075823 -0.179339 i /V
S(2,2') = +0.448600 -0.306904 i /V
time order of psi1 psi2 psibar2 psibar1: [1, 3, 2, 4]
sign of that ordering: -1
direct term S(1,1')S(2,2'):   -0.527603 -0.483292 i /V^2
exchange term S(1,2')S(2,1'): +0.010425 -0.026815 i /V^2
four-point, determinant: -0.538028 -0.456477 i /V^2
four-point, Fock space:  -0.538028 -0.456477 i /V^2
box side h/(mc): 2.426310e-10 cm
box volume V: 1.428364e-29 cm^3
modulus of four-point: 0.705582 /V^2
the same modulus: 3.4584e+57 cm^-6
six-point, determinant: +0.310242 -0.015092 i /V^3
six-point, Fock space:  +0.310242 -0.015092 i /V^3
nonzero pairings in six-point: 6 of 15
Self-conjugate fields psi + psi^dagger, psibar + psibar^dagger
Fock space:          -1.394021 -1.131485 i /V^2
Pfaffian:            -1.394021 -1.131485 i /V^2
determinant formula: -0.979662 -0.751926 i /V^2
omitted D12 D34:     -0.414359 -0.379559 i /V^2
Closed loop between psi points 1 and 2
density correlation, Fock space: -2.826667 -1.004964 i /V^2
tr[S(1,2)S(2,1)]:                +2.826667 +1.004964 i /V^2
all assertions hold
```
